# Binary trees and equal-rate lists for kinetic Monte Carlo event selection

Before a kinetic Monte Carlo calculation of epitaxial growth is written, one must decide how to store the possible events. The choice affects how the computing time grows with the surface, and it hangs on a property of the rate model: how many different values the rates can take. With a handful of values, events of equal rate can be kept in lists, and the cost of choosing one does not grow with the surface. With a continuous spread of rates, such lists lose their advantage, and a binary tree of partial sums is a simple general choice, at a cost per selection and per changed rate that grows logarithmically. Both must choose events with the same probabilities, so these come first.

## What the selector must reproduce

Let there be \(N\) possible events with constant positive rates \(r_i\) until the next event occurs, and let \(R=\sum_i r_i\). Give each event an independent clock whose waiting time has density \(r_i e^{-r_i s}\). Event \(i\) comes first, and later than \(t\), if its clock rings at some \(s>t\) while all others are still silent:

\[
P(i,\,>t)=\int_t^\infty r_i e^{-r_i s}\prod_{j\ne i}e^{-r_j s}\,ds
=r_i\int_t^\infty e^{-Rs}\,ds=\frac{r_i}{R}\,e^{-Rt}.
\]

The result is a product of a factor depending on \(i\) and a factor depending on \(t\), so the identity of the event and the waiting time are independent. The event has probability \(p_i=r_i/R\). The waiting time exceeds \(t\) with probability \(e^{-Rt}\), and its mean is \(\int_0^\infty e^{-Rt}dt=1/R\). It can be drawn as \(\Delta t=-\ln(1-v)/R\) with \(v\) uniform in \([0,1)\), because \(\Delta t>t\) means \(1-v<e^{-Rt}\). An exponential clock has no memory, so all clocks may be redrawn after each event.

The naive selector draws \(u\) uniform in \([0,1)\), sets \(x=uR\), and runs through the events, subtracting each rate until the remainder is smaller than the next one. Event \(i\) owns an interval of length \(r_i\), so the probabilities are right. The cost is not. The \(i\)th event is found after \(i\) comparisons, except that the last needs no comparison of its own and is reached after \(N-1\). For equal probabilities the mean is

\[
\frac1N\left[\sum_{i=1}^{N-1} i+(N-1)\right]
=\frac{(N-1)(N+2)}{2N}=\frac{N+1}{2}-\frac1N .
\]

On a square surface of side \(L\), the number of events scales as \(L^2\), and so does the number of steps needed to reach a given coverage. The total search cost then scales as \(L^4\). The search discards one event per comparison. It can be improved by discarding half of them, or by not searching among events that are alike.

## First repair: a tree of partial sums

For \(N\ge2\), number the nodes of a tree from 1 to \(2N-1\). Put the rates on the leaves \(q=N,\dots,2N-1\), and let every inner node hold

\[
S_q=S_{2q}+S_{2q+1},\qquad q=1,\dots,N-1 .
\]

Every node except the root is the child of one inner node, number \(\lfloor q/2\rfloor\). Each rate is therefore counted once in the root, and \(S_1=R\). No padding to a power of two is needed.

To select, start at the root with \(x=uR\). If \(x<S_{2q}\), go to the left child; otherwise subtract \(S_{2q}\) from \(x\) and go right. If \(x\) is uniform on \([0,S_q)\) on arrival at node \(q\), it is uniform on \([0,S_{2q})\) after a left turn and on \([0,S_{2q+1})\) after a right turn. A child \(q'\) is therefore chosen with probability \(S_{q'}/S_q\), and the argument repeats one level down. Along the path \(1,q_1,q_2,\dots,q_d\) to the leaf of event \(i\), the factors telescope:

\[
\frac{S_{q_1}}{S_1}\,\frac{S_{q_2}}{S_{q_1}}\cdots\frac{S_{q_d}}{S_{q_{d-1}}}
=\frac{S_{q_d}}{S_1}=\frac{r_i}{R}.
\]

The number of comparisons is the depth \(d\) of the leaf. Going up halves the node number and rounds down, so the root is reached after \(d\) moves when \(2^d\le q<2^{d+1}\), which gives \(d=\lfloor\log_2 q\rfloor\). Let \(h=\lfloor\log_2N\rfloor\). Since the leaves lie between \(N\ge2^h\) and \(2N-1<2^{h+2}\), their depth is \(h\) or \(h+1\). The deeper ones are those from \(2^{h+1}\) to \(2N-1\), and there are \(2N-2^{h+1}\) of them. If all rates are equal, the mean cost is

\[
\bar d=h+\frac{2(N-2^h)}{N}.
\]

For \(N=1000\) this is \(9+2\times488/1000=9.976\), as a complete scan over the leaves confirms.

A changed rate must also be carried up the tree, with one addition per level. Each addition reads two children and writes one sum, so with the writing of the leaf an update takes \(3d+1\) accesses to stored data. Recomputing a sum from its children, instead of adding the difference between new and old rates, keeps rounding errors from accumulating over the history of the run.

## Second repair: do not search among equals

The tree still spends comparisons on distinguishing events whose rates are the same. Suppose the rates take \(K\) distinct values. Class \(k\) has rate \(r_k\), \(n_k\) members and weight \(W_k=n_kr_k\), so that \(R=\sum_kW_k\). Search linearly through the classes with \(x=uR\). When class \(k\) is found, the remainder \(x\) is uniform on \([0,W_k)\). The member with index \(\lfloor x/r_k\rfloor\), counted from zero, is then each of the \(n_k\) members with equal probability, and

\[
p_i=\frac{W_k}{R}\,\frac1{n_k}=\frac{r_k}{R}.
\]

This is the same probability as before. The order of the intervals differs, however, so the same \(u\) may select different events in the two schemes. Two runs with the same random numbers need not follow the same trajectory; what agrees is the probability law.

With \(P_k=W_k/R\), the mean number of comparisons is

\[
\bar c=\sum_{k=1}^{K-1}kP_k+(K-1)P_K\le K-1 .
\]

It contains the class probabilities but not \(N\) itself. Forming \(R\) from the class weights adds \(K\) terms, again independent of \(N\). "Constant cost" thus means constant in \(N\) while \(K\) stays bounded.

Updates must not bring a search back. Store for every event its class and its position in the class list. To remove an event, take the last member off the list and put it into the hole; then append the event to its new list. This takes at most eight accesses to stored entries, however long the lists are. Reading and writing the lengths of the two lists adds four more.

The saving can be stated without reference to a particular tree. Every comparison search with two outcomes per question and one end point per event is a binary tree with leaf depths \(d_i\). These obey \(\sum_i2^{-d_i}=1\): the sum is 1 for a lone root, and splitting a leaf replaces \(2^{-d}\) by \(2\times2^{-(d+1)}\). Define the entropy \(H=-\sum_ip_i\log_2p_i\). Since \(d_i=-\log_2 2^{-d_i}\),

\[
\sum_ip_id_i-H=-\frac1{\ln2}\sum_ip_i\ln\frac{2^{-d_i}}{p_i}
\ge-\frac1{\ln2}\sum_i\left(2^{-d_i}-p_i\right)=0 ,
\]

where \(\ln y\le y-1\) was used, and both sums in the last bracket equal 1. No such search can need fewer than \(H\) comparisons on average. For members of a class, \(p_i=P_k/n_k\). Summing over the \(n_k\) equal terms of every occupied class gives

\[
H=-\sum_kP_k\log_2\frac{P_k}{n_k}
=-\sum_kP_k\log_2P_k+\sum_kP_k\log_2n_k .
\]

The first term is the uncertainty about the class, the second that about the member. The lists resolve the second by computing an address, which is not a comparison, and so the bound does not apply to that part.

## A growing surface

Consider a solid-on-solid model on a periodic square lattice, with round model parameters. Each column has a height. Its top atom hops with total rate

\[
r_n=\nu\exp\left[-\frac{E_S+nE_N}{k_BT}\right],\qquad n=0,\dots,4,
\]

where \(n\) counts the neighbouring columns that are at least as high. The hop direction is drawn uniformly from the four neighbours. Atoms are deposited at rate \(F\) on each column. This gives \(N=2L^2\) events in \(K=6\) classes, searched in the order \(n=0,1,2,3,4\), deposition.

Take \(\nu=10^{13}\ \mathrm{s^{-1}}\), \(E_S=1.3\) eV, \(E_N=0.3\) eV, \(T=650\) K and \(F=1\ \mathrm{s^{-1}}\). With \(k_BT=0.05601\) eV, a free adatom has \(r_0=833\ \mathrm{s^{-1}}\), and one lateral neighbour lowers this to \(r_1=3.93\ \mathrm{s^{-1}}\). Growth starts from a flat surface and stops at 0.1 monolayer.

A hop alters two heights. Only the two columns and the three other neighbours of each can change their \(n\), so at most \(2+3+3=8\) rates change, whatever the size of the lattice. An isolated adatom hopping on a flat terrace changes two: the column it leaves goes from \(n=0\) to \(n=4\), and the one it enters does the reverse. An isolated deposition changes one.

The sides 24, 48 and 96 were grown 16, 4 and 1 times, so each size covers the same total area. The mean costs per selection were:

| Side | \(N\) | Tree comparisons | List comparisons |
|---|---|---|---|
| 24 | 1152 | 10.04 | 1.37 |
| 48 | 4608 | 12.04 | 1.35 |
| 96 | 18432 | 14.04 | 1.35 |

Doubling the side multiplies \(N\) by four and adds \(\log_24=2\) comparisons to the tree. The list cost stays level within 2 per cent. This is expected when the class fractions \(n_k/N\) depend on temperature, flux and coverage but not on size, as one expects on a lattice much larger than the distance between islands. The small decline from 1.37 to 1.35 may be a remnant of finite size or statistical scatter; these runs do not separate the two. The level itself belongs to these parameters, with \(r_0/F=833\) and about ten hops per deposited atom. It moves towards 1 when hops of free adatoms dominate, and towards the bound \(K-1=5\) when deposition, searched last, dominates, as it does at lower temperature.

For the tree, updates cost more than selection here; for the lists, where each selection also forms \(R\) from the six classes, the two costs are comparable. There were 1.98 rate changes per step at every size. At side 96 the tree made 27.7 additions per step, which means \(3\times27.7+1.98\approx85\) data accesses, against at most \(8\times1.98\approx16\) for the lists, or \(12\times1.98\approx24\) if the list lengths are counted. Neither ratio is the speed-up of a whole run. Both schemes also recount neighbours, up to \(8\times4=32\) height comparisons for a hop, and the time per access depends on the machine.

## Are the probabilities identical?

A comparison of costs means little unless both selectors solve the same problem. A sharp test replaces random sampling by a regular scan of \(u\). With integer rates, take the \(R\) midpoints \(u=(m+\tfrac12)/R\), \(m=0,\dots,R-1\). Event \(i\) must then be returned \(r_i\) times. For 37 events with \(R=784\), after 500 random rate changes, both selectors gave every count without error.

The same idea works on a grown surface. Each event owns one unbroken interval of \(u\) in either scheme, so a scan with \(M\) midpoints must return it a number of times that differs from \(Mp_i\) by less than one. On a surface of side 48, with \(M=400\,000\), the largest deviation was 0.97 for both selectors. The main classes were:

| Class | Members | Exact \(P_k\) | Tree | Lists |
|---|---|---|---|---|
| hop, \(n=0\) | 25 | 0.883178 | 0.883180 | 0.883177 |
| hop, \(n=1\) | 114 | 0.019009 | 0.019008 | 0.019010 |
| deposition | 2304 | 0.097757 | 0.097757 | 0.097757 |

For hops with \(n=2\), \(Mp_i\) is about 0.3, and for \(n=3\) and 4 it is far below one, so this scan says little about the relative weights of these hops; there the evidence is the derivation and the integer scan. As a coarser check of the dynamics, runs of side 24 driven by the tree gave \(10.1\pm0.4\) hops per deposited atom, and those driven by the lists \(10.4\pm0.3\), with standard errors quoted. The two agree within their scatter.

The same surface shows where the costs come from. For the lists,

\[
\bar c\approx0.8832+2(0.0190)+3(0.0001)+5(0.0978)=1.41 .
\]

Most selections end at the first class, because 25 free adatoms carry 88 per cent of the total rate. Deposition, searched last, contributes 0.49 of the 1.41 comparisons. If two neighbouring classes before the last have \(P_k<P_{k+1}\), exchanging them changes \(\bar c\) by \(P_k-P_{k+1}<0\), so likely classes belong in front. With deposition in second place, the cost would fall to about \(0.883+2(0.098)+3(0.019)\approx1.14\). There is a reason for leaving it last: that class is never empty, so a rounding error that carries the search to the end still finds a list with members. In any class, rounding can also push \(\lfloor x/r_k\rfloor\) up to \(n_k\), one past the end of the list, so the index must be capped at \(n_k-1\). An order that ends with a hop class needs a guard against that class being empty.

For the tree, all hop leaves have depth 12. Of the 2304 deposition leaves, \(2(4608-4096)=1024\) have depth 13, so the mean is \(12+0.0978\times1024/2304=12.04\), as measured. The entropy is 5.92 bits, of which 0.60 belong to the class and 5.32 to the member. The balanced tree thus uses about twice the lower bound: its shape takes no account of the fact that a few events carry most of the rate. The lists avoid the larger part of the entropy by addressing.

## Where the lists fail, and what both share

If barriers depend on local strain or on a wide chemical environment, nearly every event may have its own rate. In the limit where all rates differ, \(K=N\), each list holds one member, and the class search is the naive search again. For nearly equal rates its mean cost is close to \((N+1)/2-1/N\). With 256 distinct rates, the lists needed 128.5 comparisons and the tree 8.

Between these extremes, the two repairs can be combined. A sum tree over the \(K\) class weights finds the class in at most \(\lfloor\log_2K\rfloor+1\) comparisons, and one address then gives the member. A rate change alters two class weights, so updates also cost of order \(\log_2K\). The number to examine before choosing among these selectors is therefore \(K\), and how it grows with the surface, rather than \(N\) alone. A large \(K\) does not force the tree, however, if rejection is allowed. Group the events into bins of rates in \([2^j,2^{j+1})\), in a fixed unit, and choose a bin by its summed rate. Then draw a member uniformly and accept it with probability \(r_i/2^{j+1}\), drawing again in the same bin after a refusal. Within the bin the accepted member has probability proportional to \(r_i\), so \(p_i=r_i/R\) again. Each trial succeeds with probability at least one half, and the number of bins grows with the logarithm of the ratio of largest to smallest rate, not with \(N\). The number of rates that one event changes matters as well. It is bounded in the growth model above, but with long-range strain a single hop can change nearly all rates. Updating them exactly then costs at least of order \(N\) per step, whichever selector is used.

Both schemes share the finite resolution of \(u\). Double-precision random numbers spaced by \(2^{-53}=1.1\times10^{-16}\) cannot resolve an event whose probability is comparable with that spacing. In the example, the rarest event has \(p=1.75\times10^{-11}\), and the spacing is \(6\times10^{-6}\) of this. The relative error in its probability is of that order, with rounding in the sums and subtractions adding errors of similar origin. This is harmless here, but lower temperatures widen the range of hop rates exponentially. In the list scheme, a second random number for the member helps: the first then has to resolve only the probability of the class, which is \(n_k\) times larger.

## Numbers as computed

```
nu = 1.0e+13 s^-1, E_S = 1.3 eV, E_N = 0.3 eV
T = 650 K, k_B T = 0.05601 eV, F = 1.0 s^-1 per column, coverage = 0.10 ML
integer-rate scan: 37 events, R = 784, all counts exact for both
equal rates, N = 1000: mean tree comparisons 9.976, log2 N = 9.966
fixed class fractions: 0.02 0.08 0.10 0.10 0.20 0.50
N | comparisons tree, lists | accesses per rate change tree, lists
  1000 | 10.00, 1.13 | 30.9, 8.0
 10000 | 13.31, 1.13 | 41.1, 8.0
100000 | 16.68, 1.13 | 51.1, 8.0
all rates distinct, K = N = 64: comparisons lists 32.5, tree 6.0
all rates distinct, K = N = 256: comparisons lists 128.5, tree 8.0
growth: side, N, runs, steps | comparisons tree, lists | rate changes, tree additions per step | time / s
 24,  1152, 16,  10430 | 10.036, 1.371 | 1.98, 19.8 | 0.0974
 48,  4608,  4,  10669 | 12.039, 1.352 | 1.98, 23.8 | 0.1005
 96, 18432,  1,  10776 | 14.040, 1.348 | 1.98, 27.7 | 0.1061
side 24, driven by tree: hops per deposited atom 10.11, standard error 0.41
side 24, driven by lists: hops per deposited atom 10.37, standard error 0.34
snapshot side 48: N = 4608, R = 23568.7 s^-1, grid points in u: 400000
class | members | rate / s^-1 | P exact | P tree | P lists
hop n=0 | 25 | 832.6 | 0.883178 | 0.883180 | 0.883177
hop n=1 | 114 | 3.93 | 0.019009 | 0.019008 | 0.019010
hop n=2 | 71 | 0.01855 | 0.000056 | 0.000055 | 0.000055
hop n=3 | 17 | 8.756e-05 | 0.000000 | 0.000000 | 0.000000
hop n=4 | 2077 | 4.133e-07 | 0.000000 | 0.000000 | 0.000000
deposit | 2304 | 1 | 0.097757 | 0.097757 | 0.097757
largest deviation of one event's count from its exact share: tree 0.972, lists 0.972
entropy H = 5.919 bits = class 0.596 + within classes 5.324
snapshot mean comparisons: tree 12.043, lists 1.410
smallest event probability 1.75e-11, spacing of u 1.11e-16, ratio 6.3e-06
```
